Impulsive and Step-like Driving of Coherent Phonons by Light, part 2

We seek the force that a light pulse exerts on a classical, undamped vibrational coordinate u of mass M and frequency Ω, initially at rest. In atomic units ħ, the electron mass and the elementary charge are one, so frequencies and energies are the same quantity. With F(Ω) = ∫F(t)e^{iΩt}dt = X + iY, the motion after the force has settled to a final value F_∞ is

u = F_∞/(MΩ²) + [X sin Ωt − Y cos Ωt]/(MΩ).  (13)

The oscillation has the form sin(Ωt − φ), where φ is the argument of F(Ω): 0° for a positive kick, 90° for a positive step. A force that starts suddenly and decays at the rate κ gives tan φ = Ω/κ; for Ω = 0.02 eV and κ = 0.005 eV, φ = 75.96°. A Gaussian pulse of standard deviation s in time reduces the oscillation by the factor e^{−Ω²s²/2}, but not the static shift.

The light acts on absorbers with gap ε − gu and real transition dipole d. The force is F = gn, where n is the excited population; to lowest order in the field the gap may be held at ε. The coherence decays at the rate Γ and the population at the rate κ, with Γ ≥ κ/2. The field is E = ½[A(t)e^{−iω_L t} + A*(t)e^{iω_L t}], and the coherence is σe^{−iω_L t}. In the rotating-wave approximation, which drops terms oscillating at about 2ω_L,

σ′ = [i(ω_L − ε) − Γ]σ + idA/2,  n′ = −κn + d Im(A*σ).  (14)

With ν the frequency measured from ω_L, so that ω = ω_L + ν, the Fourier transform gives the polarizability α:

α(ω) = d²/(ε − ω − iΓ),  so that σ(ν) = α(ω_L + ν)A(ν)/(2d).  (15)

In the transformed population equation, (κ − iΩ)n(Ω) equals the transform of the source d(A*σ − Aσ*)/(2i). Its two products become convolutions:

∫dt A*σ e^{iΩt} = ∫(dν/2π) σ(ν)A*(ν − Ω),
∫dt Aσ* e^{iΩt} = ∫(dν/2π) A(ν)σ*(ν − Ω).

With equation (15) both integrands contain A(ν)A*(ν − Ω)/(2d). The prefactor is 1/[4i(κ − iΩ)] = 1/[4(Ω + iκ)]. Multiplying by g gives the force:

F(Ω) = ¼∫(dν/2π) Π(ω_L + ν, ω_L + ν − Ω)A(ν)A*(ν − Ω),

Π(ω, ω − Ω) = g[α(ω) − α*(ω − Ω)]/(Ω + iκ).  (16)

Two frequency components of the pulse that differ by Ω together drive the mode. Equation (16) is linear in α, so it also holds for absorbers with different gaps if they share g and κ; α is then the average polarizability. It was tested against time integration of equations (14) for one absorber with Γ = 0.03 eV and κ = 0.01 eV, and the two forces agreed to a relative 3 × 10⁻¹⁰.

Let the excitation outlive the observed motion, κ → 0, and let α = α₁ + iα₂ vary little over the energy Ω. Centre the two frequencies on ω and expand:

α(ω + Ω/2) − α*(ω − Ω/2) ≈ Ω dα₁/dω + 2iα₂.

The real parts are subtracted and leave a derivative. Complex conjugation makes the imaginary parts add. Therefore

Π ≈ g[dα₁/dω + 2iα₂/Ω].  (17)

If Π also varies little over the pulse spectrum, it can be taken out of the integral in equation (16), which leaves F(Ω) = ¼Π∫dt |A|²e^{iΩt}. For an intensity that is even in time this last integral is real, so the real part of Π drives the sine and the imaginary part drives the cosine.

The ordinary Raman derivative is a different quantity. The polarizability depends on the gap through ε − gu − ω, so raising u by a small amount has the same effect as raising ω by g times that amount:

R = ∂α/∂u = g dα/dω = g[dα₁/dω + i dα₂/dω].  (18)

R describes how a displacement changes the optical response, whereas Π describes how light pushes the mode. In the limit of equation (17), a long-lived excitation and a smooth α, their real parts agree, but Im Π is proportional to the absorption and Im R to its slope. Sine and cosine phonons are thus unified by the real and imaginary parts of the force susceptibility Π. The imaginary part of R cannot take that role: at the top of an absorption line it vanishes, just where the step-like force is strong.

Each part of equation (17) has a direct meaning. In a transparent medium the induced dipole has the cycle-averaged energy −½α₁⟨E²⟩ = −¼α₁|A|². Its derivative with respect to u gives the force ¼(∂α₁/∂u)|A|², which lasts as long as the pulse and acts as a kick. Absorption instead leaves a population behind. Integrating the second of equations (14) over time with κ = 0 gives

n = ½∫(dν/2π)|A(ν)|²α₂(ω_L + ν).  (19)

The force gn then persists and displaces the equilibrium by gn/(MΩ²). For a short pulse with a narrow spectrum n = ½α₂∫|A|²dt, and equation (17) gives Y = gn/Ω. The cosine amplitude Y/(MΩ) equals the static shift, as a step requires. The factor 1/Ω in Im Π is the mark of a force that accumulates during the pulse and then stays.

If the population decays and absorption dominates, Π ≈ 2igα₂/(Ω + iκ) = 2gα₂(κ + iΩ)/(Ω² + κ²). The argument of this approximate form obeys tan φ = Ω/κ, as found for the decaying force. The neglected dispersive term corrects it. At the centre of a Lorentzian line with Ω ≪ Γ, α₂ = d²/Γ and dα₁/dω = −d²/Γ², which adds about Ω/(2Γ) to the phase. This correction is small beside φ itself only if κ ≪ 2Γ. For κ ≪ Ω the rule predicts a departure from 90° of about κ/Ω, which is large compared with the correction only if κ is also well above Ω²/(2Γ).

Far from resonance the origin of the linewidth matters. For one absorber put a = ε − ω. Bringing the difference in equation (16) to a common denominator gives

Π = gd²(Ω + 2iΓ)/{(Ω + iκ)(a − iΓ)(a + Ω + iΓ)}.

If the finite lifetime is the sole source of broadening, κ = 2Γ, the first factors cancel. For large |a| the rest tends to gd²/a², which is real, and the force is a kick. With pure dephasing, κ = 0, the ratio Im Π/Re Π tends instead to 2Γ/Ω, however large the detuning. The reason is that the Lorentzian absorption tail α₂ ≈ d²Γ/a² falls off as slowly as dα₁/dω ≈ d²/a², and with κ = 0 the absorbed population stays, so equation (17) gives 2α₂/(Ω dα₁/dω) = 2Γ/Ω. Lifetime broadening has the same tail, but there the decay rate κ = 2Γ in the denominator of Π cancels the factor Ω + 2iΓ. For Γ = 0.03 eV, 2 eV below the line, the computed ratio is 3.00 with pure dephasing, the expected 2 × 0.03/0.02, and 1.5 × 10⁻⁴ with lifetime broadening. These figures use the rotating-wave approximation, which is crude so far from the line. Keeping the counter-rotating field adds 1/(ε + ω)² ≈ 1/16 eV⁻² to 1/a² ≈ 1/4 eV⁻², so Re Π grows by 25 percent; the first ratio stays at 3.00 and the second becomes 1.3 × 10⁻⁴. When the excitation outlives the motion, a pure sine below a gap therefore requires 2α₂/Ω to be small compared with dα₁/dω. A Lorentzian fitted near the line centre does not settle this, since the same width gives either ratio, depending on its origin.

For a numerical case with round model parameters, take Ω = 0.02 eV, M = 50000 electron masses, g = 1 eV/Å and d = 1 eÅ. The force constant is MΩ² = 2.6247 eV/Å². The gaps have a Gaussian distribution with mean 3 eV and standard deviation w = 0.1 eV, and both decay rates are zero. The absorption then follows the distribution of gaps and falls off faster than a Lorentzian. The pulse is A = A₀e^{−t²/(4s²)}, with A₀ = 0.002 V/Å and s = 20 eV⁻¹ (13.2 fs).

For this pulse the integral of |A|² is A₀²s√(2π). Let Π̄ be the average of Π over the pulse spectrum. Then

F(Ω) = ¼Π̄A₀²s√(2π)e^{−Ω²s²/2}.

The weight in this average follows from A(ν) ∝ e^{−s²ν²}. The product A(ν)A(ν − Ω) is proportional to e^{−2s²(ν − Ω/2)²}, a Gaussian of standard deviation 1/(2s) = 0.025 eV centred at Ω/2. The two frequencies in Π thus lie symmetrically about the photon energy on average. Numerically, ¼ × (0.002)² × 20 × 2.5066 × 0.9231 = 4.628 × 10⁻⁵ V²/(Å² eV), while MΩ = 2.6247/0.02 = 131.2 Å⁻². The amplitude in ångström is the first number times |Π̄| in e²Å/eV, divided by the second.

These predictions were compared with a direct simulation. It integrates the Schrödinger equations of 141 gaps together with the motion of one mean coordinate u, which is driven by the excited population averaged over the gaps. It keeps the rapidly oscillating field and lets u act back on the gaps. The formula and the simulation were required to agree within 2 percent of the amplitude.

At a photon energy of 2.5 eV the medium is nearly transparent. The average is Π̄ = 4.681 + 0.010i e²Å/eV, and the amplitude is 4.628 × 10⁻⁵ × 4.681/131.2 = 1.65 × 10⁻⁶ Å. The simulation gives 1.66 × 10⁻⁶ Å and a phase of 0.13°, a sine. The difference of 0.7 percent is what the neglected counter-rotating field should contribute. For a slow pulse the excited amplitude also contains a part with denominator ε + ω, which adds 1/(ε + ω)² = 1/5.5² = 0.033 eV⁻² to the near-resonant 4.68 eV⁻², or 0.7 percent.

At 3.0 eV, the centre of the distribution, α₂ = √(π/2)d²/w = 12.53 e²Å²/eV, since the absorption is πd² times the density of gaps. Equation (17) gives Im Π = 2 × 12.53/0.02 = 1253 e²Å/eV and Re Π = −100 e²Å/eV. The spectral average is Π̄ = −93.8 + 1210i e²Å/eV, of modulus 1214 e²Å/eV. The amplitude is 4.628 × 10⁻⁵ × 1214/131.2 = 4.28 × 10⁻⁴ Å, against 4.27 × 10⁻⁴ Å (8.08 × 10⁻⁴ bohr) in the simulation. The simulated phase is 94.4°. It exceeds 90° because α₁ decreases with ω at the line centre, so the kick has the opposite sign. The Raman derivative here is R = −100 e²Å/eV with no imaginary part. Read as a drive, it would predict an inverted sine at 180°, whereas the motion is almost a cosine.

The simulated excited population is 1.216 × 10⁻³, and equation (19) gives 1.219 × 10⁻³. The static shift expected from the simulated population is 1.216 × 10⁻³/2.6247 = 4.63 × 10⁻⁴ Å, in agreement with the simulated 4.635 × 10⁻⁴ Å. The last digit of these simulated values depends on the time step; a tighter integration gives 1.217 × 10⁻³ and 4.637 × 10⁻⁴ Å. The oscillation is smaller than this shift by a factor of 0.92, close to the finite-pulse factor 0.923.

At 2.7 eV the two forces are comparable. Equation (17) gives Π = 17.95 + 13.92i e²Å/eV and a phase of 37.8°, but the simulated phase is 45.0°. The spectral average, Π̄ = 18.15 + 18.22i e²Å/eV, gives 45.1°. The local formula fails here because the absorption changes strongly across the pulse spectrum. Averaging the Gaussian absorption over the spectrum gives a Gaussian of variance

v = w² + 1/(4s²) = 0.01 + 0.000625 = 0.010625 eV².

At the detuning x = −0.3 eV this multiplies the absorption by (w/√v) exp[x²/(2w²) − x²/(2v)] = 0.970 × e^{0.265} = 1.26. Taking the mean of the absorption at x ± Ω/2, instead of its value at x, adds a factor e^{−Ω²/(8v)} cosh[xΩ/(2v)] = 0.995 × 1.040 = 1.035. The product is 1.31, and 13.92 × 1.31 = 18.2, the averaged imaginary part. On an absorption edge the phase thus depends on the pulse spectrum as well as on the material. If the pulse is chirped, the relative phases of its frequency components matter too, because they enter the product A(ν)A*(ν − Ω) in equation (16). In a separate test with a slower phonon and a longer pulse, the local and averaged forms of Π agreed within 1 percent at all three photon energies.

From 2.5 to 3.0 eV the amplitude grows by a factor of about 260 while the motion turns from a sine into nearly a cosine. These values belong to one coupling constant, a single classical mode and a weak pulse. The zero-point spread of such a mode, 1/√(2MΩ) = 0.062 Å, would vary the gap by 0.062 eV, which is not small beside w = 0.1 eV. A quantum treatment of the mode would therefore broaden the absorption and change the phase on its edge. The change is large: with the vibronic levels of the displaced oscillator included in the distribution of gaps, the width grows to 0.118 eV, the phase at 2.7 eV rises from 45° to about 68° while the amplitude nearly doubles, and the phase at 2.5 eV rises from 0.13° to about 1.4°. If different transitions couple to the mode with different g, equation (16) must be summed with each g attached to its own part of α, and the absorption of the whole medium no longer fixes Im Π. The numerical output below gives the values for all three photon energies.

Computed results

```
phonon energy: 0.020 eV; period 206.8 fs
mode mass: 50000 electron masses
force constant M Omega^2: 2.6247 eV/angstrom^2
coupling g: 1.0 eV/angstrom; dipole: 1.0 e angstrom
mean gap: 3.0 eV; spread of gaps: 0.1 eV
peak field: 0.0020 V/angstrom
pulse intensity std deviation: 20.0 1/eV = 13.16 fs
pulse spectrum std deviation: 0.0250 eV
finite-pulse factor, formula: 0.92312
  integrated, sine: 0.92312; cosine: 0.92312
phase phi is defined by u = shift + amplitude*sin(Omega t - phi)
photon energy: 2.5 eV
  Raman derivative R: 4.623 +0.002i e^2 angstrom/eV
  local Pi: 4.623 +0.005i e^2 angstrom/eV
  pulse-averaged Pi: 4.681 +0.010i e^2 angstrom/eV
  amplitude, simulated: 1.6622e-06 angstrom
  amplitude, formula: 1.6506e-06 angstrom
  phase, simulated: 0.13 deg; formula: 0.13 deg
  phase from local Pi: 0.06 deg
  excited fraction, simulated: 9.458e-09; formula: 9.478e-09
  static shift, simulated: 3.604e-09 angstrom
photon energy: 2.7 eV
  Raman derivative R: 17.950 +4.177i e^2 angstrom/eV
  local Pi: 17.950 +13.923i e^2 angstrom/eV
  pulse-averaged Pi: 18.154 +18.221i e^2 angstrom/eV
  amplitude, simulated: 9.0735e-06 angstrom
  amplitude, formula: 9.0702e-06 angstrom
  phase, simulated: 45.00 deg; formula: 45.11 deg
  phase from local Pi: 37.80 deg
  excited fraction, simulated: 1.761e-05; formula: 1.765e-05
  static shift, simulated: 6.711e-06 angstrom
photon energy: 3.0 eV
  Raman derivative R: -100.000 +0.000i e^2 angstrom/eV
  local Pi: -100.000 +1253.314i e^2 angstrom/eV
  pulse-averaged Pi: -93.823 +1210.185i e^2 angstrom/eV
  amplitude, simulated: 4.2732e-04 angstrom
  amplitude, formula: 4.2804e-04 angstrom
  phase, simulated: 94.40 deg; formula: 94.43 deg
  phase from local Pi: 94.56 deg
  excited fraction, simulated: 1.216e-03; formula: 1.219e-03
  static shift, simulated: 4.635e-04 angstrom
amplitude at line centre: 8.0753e-04 bohr
decaying step, rate: 0.005 eV; lifetime 131.6 fs
  phase of the oscillation: 75.96 deg
Lorentzian test, dephasing: 0.030 eV; decay: 0.010 eV
  detuning: -0.050 eV
  relative error of force: 2.6e-10
2 eV below the line, Im Pi/Re Pi, pure dephasing: 3.002
  same, lifetime broadening only: 1.5e-04
```
